# Large-gap tail for mean-field splitting of one-dimensional island gaps: test program

```python
"""
Result under test: on a line, gaps of length y split at rate k*y**lam, lam = 2i+3,
at a point x with density proportional to (x*(y-x))**alpha, alpha = i+1.
With z = gap/mean gap, the scaled gap distribution phi(z) obeys
    ln phi = -c*z**lam - 2*ln z + ln C + o(1),   c = 1/(lam*w),  w = <z**lam>,
with c and C given by convergent products. The mean gap s obeys s**(-lam) = k*t/c.
i: critical island size; D: diffusion constant (sites^2/s); F: atoms per site and s.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import beta, betaln, digamma, gamma, gammaincc

rng = np.random.default_rng(12345)


def closed_constants(i):
    """Tail constants c, C and w from the two moment chains."""
    a, lam = i + 1, 2 * i + 3
    n = np.arange(1.0, 1000001.0)

    def log_factor(q):
        h_moment = np.exp(betaln(q + a + 1, a + 1) - betaln(a + 1, a + 1))
        return np.log1p(-2 * h_moment).sum()

    C = math.exp(-log_factor(1 + lam * n)) / (digamma(2 * a + 3) - digamma(a + 2))
    width = gamma(1 - 1 / lam) * C * math.exp(log_factor(lam * n))
    c = width ** (-lam)
    return c, C, 1 / (lam * c)


def solve_scaling_equation(i):
    """Integrate the scaling equation (w set to 1) downward from very large z.
    State: phi and the integrals I_k(z) = int_z^inf (y-z)^k phi(y) dy."""
    a, lam = i + 1, 2 * i + 3
    B = beta(a + 1, a + 1)
    x_max, z_min = 1500.0, 0.02
    z_max = x_max ** (1 / lam)
    phi0 = math.exp(-x_max / lam) / z_max**2
    start = [phi0] + [math.factorial(k) * phi0 / z_max ** ((lam - 1) * (k + 1))
                      for k in range(a + 1)]

    def slope(z, v):
        out = np.empty(a + 2)
        out[0] = (-(2 + z**lam) * v[0] + 2 / B * z**a * v[a + 1]) / z
        out[1] = -v[0]
        for k in range(1, a + 1):
            out[k + 1] = -k * v[k]
        return out

    run = solve_ivp(slope, (z_max, z_min), start, method="DOP853",
                    rtol=1e-11, atol=0.0, dense_output=True)
    assert run.success
    end = run.y[:, -1]
    m0 = end[1] + end[0] * z_min / (a + 1)
    m1 = end[2] + z_min * end[1] + end[0] * z_min**2 / (a + 2)
    mean = m1 / m0

    def log_g(z):
        return np.log(run.sol(z)[0]) + 2 * np.log(z) + z**lam / lam

    def fraction_above(z_scaled):
        return run.sol(z_scaled * mean)[1] / m0

    return mean ** (-lam), 1 / m1, log_g, fraction_above


def split_gaps(rate, sample_point, first_length, count, time):
    """Random splitting straight from the definition; returns all final gaps."""
    length, clock, final = np.full(count, float(first_length)), np.zeros(count), []
    while length.size:
        clock = clock + rng.exponential(size=length.size) / rate(length)
        splits = clock < time
        final.append(length[~splits])
        length, clock = length[splits], clock[splits]
        r = sample_point(length)
        length = np.concatenate([length * r, length * (1 - r)])
        clock = np.tile(clock, 2)
    return np.concatenate(final)


def lattice_density(L, flux, diffusion, loss=0.0):
    """Steady adatom density on sites 1..L-1 between absorbing islands at 0 and L."""
    m = L - 1
    matrix = diags([-diffusion * np.ones(m - 1), (2 * diffusion + loss) * np.ones(m),
                    -diffusion * np.ones(m - 1)], [-1, 0, 1], format="csc")
    return spsolve(matrix, np.full(m, flux))


def pair_rate(L, flux, diffusion):
    """Rate at which two sparse walkers become neighbours before an island takes one."""
    m = L - 1
    hop = diags([np.ones(m - 1), np.ones(m - 1)], [-1, 1])
    x, y = np.meshgrid(np.arange(m), np.arange(m), indexing="ij")
    met = (np.abs(x - y) <= 1).ravel().astype(float)
    walk = (kron(hop, identity(m)) + kron(identity(m), hop)) / 4
    matrix = identity(m * m) - diags(1 - met) @ walk
    meet = spsolve(matrix.tocsc(), met).reshape(m, m)
    return flux * (meet @ lattice_density(L, flux, diffusion)).sum()


# --- splitting rate: lattice density against the power law 2i+3 ---
for i in (0, 1, 2):
    for L in (100, 200):
        direct = (lattice_density(L, 1.0, 1.0) ** (i + 1)).sum()
        law = 0.5 ** (i + 1) * beta(i + 2, i + 2) * L ** (2 * i + 3)
        assert abs(direct / law - 1) < 1e-3

# --- tail constants: products, scaling equation and random splitting ---
print("Tail constants (dimensionless); sim = random splitting")
for i in (0, 1, 2):
    a, lam = i + 1, 2 * i + 3
    c, C, w = closed_constants(i)
    w_num, C_num, log_g, fraction_above = solve_scaling_equation(i)
    assert abs(w_num / w - 1) < 1e-3
    # the start at finite z leaves an error of up to 4/1500 in C for i = 0
    assert abs(C_num / C - 1) < 4e-3
    assert np.all(np.diff(log_g(np.linspace(0.2, 1.8, 30))) > 0)
    # first correction to the tail, between z**lam/w = 300 and 1500;
    # the next order is up to about 17 percent of it
    coefficient = 2 * math.factorial(a) / (beta(a + 1, a + 1) * a * lam)
    predicted = -coefficient * (300.0 ** (-a) - 1500.0 ** (-a))
    found = log_g(300 ** (1 / lam)) - log_g(1500 ** (1 / lam))
    assert abs(found / predicted - 1) < 0.22
    time = 0.1 * 30.0**lam
    gaps = split_gaps(lambda y: y**lam, lambda y: rng.beta(a + 1, a + 1, y.size),
                      1.0, 30000, time)
    s = gaps.mean()
    z = gaps / s
    c_sim, w_sim = time * s**lam, (z**lam).mean()
    assert abs(c_sim / c - 1) < 0.01 and abs(w_sim / w - 1) < 0.03
    h2 = beta(a + 3, a + 1) / beta(a + 1, a + 1)
    recursion = (z ** (2 + lam)).mean() / (z**2).mean() * (1 - 2 * h2) / w
    assert abs(recursion - 1) < 0.05
    for cut in (2.0, 2.5):
        expected = fraction_above(cut) * z.size
        assert abs((z > cut).sum() - expected) < 5 * math.sqrt(max(expected, 1))
    print(f"i={i} power={lam} c={c:.5f} C={C:.4f} w={w:.4f}")
    print(f"    sim: c={c_sim:.5f} w={w_sim:.4f} gaps={z.size}")
    print(f"    fraction above 2 means: {fraction_above(2.0):.5f}, sim {(z > 2).mean():.5f}")
    if i == 0:
        c0, C0, w0, z0 = c, C, w, z

# --- closed distribution for i = 0 ---
assert abs(C0 - 4) < 1e-4 and abs(c0 ** (-1 / 3) - 4 / 3 * gamma(2 / 3)) < 1e-4
c0 = (4 / 3 * gamma(2 / 3)) ** -3
w0 = 1 / (3 * c0)


def phi(z):
    return 12 * c0 * (z * np.exp(-c0 * z**3) - 0.75 * z**2 * gammaincc(2 / 3, c0 * z**3))


assert abs(quad(phi, 0, 12)[0] - 1) < 1e-7
assert abs(quad(lambda z: z * phi(z), 0, 12)[0] - 1) < 1e-7
for z in (0.5, 1.0, 2.0, 3.0):
    dphi = (phi(z + 1e-4) - phi(z - 1e-4)) / 2e-4
    gain = 12 * z * quad(lambda y: (y - z) * phi(y), z, 12, epsabs=1e-12)[0]
    assert abs(w0 * (2 * phi(z) + z * dphi) + z**3 * phi(z) - gain) < 1e-6
edges = np.linspace(0, 3.5, 15)
for low, high in zip(edges[:-1], edges[1:]):
    expected = quad(phi, low, high)[0] * z0.size
    assert abs(((z0 >= low) & (z0 < high)).sum() - expected) < 5 * math.sqrt(expected)
print("i=0: z, phi, leading tail 4 z^-2 exp(-c z^3), -ln(phi)/(c z^3)")
for z in (1.0, 2.0, 3.0, 4.0, 8.0):
    tail = 4 / z**2 * math.exp(-c0 * z**3)
    print(f"  {z:.0f}  {phi(z):.4e}  {tail:.4e}  {-math.log(phi(z)) / (c0 * z**3):.4f}")

# --- worked example: step decoration with nucleation by exchange (i = 0) ---
site_nm, T, attempt = 0.28, 300.0, 1e13
E_hop, E_exchange, E_bond, E_leave, E_kink = 0.40, 0.64, 0.40, 0.75, 0.17
flux, coverage = 0.08, 0.10
kB = constants.k / constants.e


def mean_gap_sites(temperature):
    ratio = math.exp(-(E_exchange - E_hop) / (kB * temperature))
    return (12 * c0 / (ratio * coverage)) ** (1 / 3)


D = attempt * math.exp(-E_hop / (kB * T))
exchange = attempt * math.exp(-E_exchange / (kB * T))
k_split = exchange * flux / (12 * D)
duration = coverage / flux
s = (c0 / (k_split * duration)) ** (1 / 3)
print(f"Example: T={T:.0f} K, site={site_nm} nm, attempt rate={attempt:.0e} 1/s")
print(f"barriers: hop {E_hop:.2f} eV, exchange {E_exchange:.2f} eV")
print(f"flux={flux} atoms/site/s, coverage={coverage}, duration={duration:.3f} s")
print(f"D={D:.4e} sites^2/s, exchange rate={exchange:.2f} 1/s")
print(f"k={k_split:.4e} 1/(s site^3)")
print(f"mean gap={s:.2f} sites = {s * site_nm:.2f} nm")
print(f"island density={1000 / (s * site_nm):.1f} per um, atoms per island={coverage * s:.2f}")
for cut in (2, 3):
    print(f"fraction of gaps above {cut * s * site_nm:.1f} nm: {quad(phi, cut, 12)[0]:.3e}")

# --- sizes of the neglected effects ---


def exact_rate(y):
    """Splitting rate with the adatoms consumed by exchange taken into account."""
    q = y / 2 * math.sqrt(exchange / D)
    safe = np.maximum(q, 1e-2)
    series = q**2 / 3 * (1 - 0.4 * q**2)
    return flux * y * np.where(q < 1e-2, series, 1 - np.tanh(safe) / safe)


def exact_point(y):
    """Nucleation point drawn from the depleted density profile by rejection."""
    q = y / 2 * math.sqrt(exchange / D)
    r, todo = np.empty(y.size), np.arange(y.size)
    while todo.size:
        trial, qt = rng.random(todo.size), q[todo]
        profile = (np.cosh(qt) - np.cosh(qt * (2 * trial - 1))) / (np.cosh(qt) - 1)
        good = rng.random(todo.size) < profile
        r[todo[good]] = trial[good]
        todo = todo[~good]
    return r


L = round(s)
lattice = exchange * lattice_density(L, flux, D, exchange).sum()
assert abs(lattice / float(exact_rate(np.array(float(L)))) - 1) < 2e-3
print("Neglected effects:")
for m in (1, 2, 3):
    drop = 1 - float(exact_rate(np.array(m * s))) / (k_split * (m * s) ** 3)
    print(f"rate lowered by depletion at {m} mean gap(s): {100 * drop:.1f} %")
full = split_gaps(exact_rate, exact_point, 2000.0, 4000, duration)
print(f"mean gap with depletion (simulated, 2000-site steps): {full.mean() * site_nm:.2f} nm")
pair = pair_rate(L, flux, D)
print(f"pair/exchange nucleation rate at mean gap: {100 * pair / (k_split * L**3):.2f} %")
growth = math.log2(pair_rate(80, flux, D) / pair_rate(40, flux, D))
assert abs(growth - 4) < 0.25
mean_field_pair = 2 * D * (lattice_density(L, flux, D) ** 2).sum()
print(f"pair rate: power of gap length={growth:.2f} (40 to 80 sites)")
print(f"mean-field pair rate / two-walker rate at mean gap: {mean_field_pair / pair:.2f}")
print(f"rate lowered by island length at the end: {100 * (1 - (1 - coverage)**3):.1f} %")
average = quad(lambda x: (1 - x) ** 3, 0, coverage)[0] / coverage
print(f"mean gap raised by island length (estimate): {100 * (average**(-1 / 3) - 1):.1f} %")
kinks = 2 * math.exp(-E_kink / (kB * T)) * s
print(f"thermal kinks per mean gap (kink energy {E_kink} eV): {kinks:.3f}")
density = flux * s**2 / (12 * D)
print(f"mean adatom density in mean gap: {density:.3e} per site")
edge = math.exp(-E_bond / (kB * T)) / density
print(f"detachment density / adatom density (bond {E_bond:.2f} eV): {100 * edge:.2f} %")
leave = attempt * math.exp(-E_leave / (kB * T)) * s**2 / (12 * D)
print(f"adatoms leaving the step (barrier {E_leave} eV): {100 * leave:.3f} %")
print(f"density relaxation time: {s**2 / (math.pi**2 * D):.2e} s")
print(f"time between splits of a mean gap: {1 / (k_split * s**3):.2f} s")
print(f"mean gap at {T + 10:.0f} K: {mean_gap_sites(T + 10) * site_nm:.2f} nm")
print("all tests passed")
```

Running it gives:

```
Tail constants (dimensionless); sim = random splitting
i=0 power=3 c=0.16991 C=4.0000 w=1.9618
    sim: c=0.16963 w=1.9628 gaps=754649
    fraction above 2 means: 0.04739, sim 0.04753
i=1 power=5 c=0.05813 C=1.9890 w=3.4408
    sim: c=0.05815 w=3.4442 gaps=1003075
    fraction above 2 means: 0.01080, sim 0.01097
i=2 power=7 c=0.02402 C=1.6866 w=5.9467
    sim: c=0.02404 w=5.9448 gaps=1103296
    fraction above 2 means: 0.00138, sim 0.00134
i=0: z, phi, leading tail 4 z^-2 exp(-c z^3), -ln(phi)/(c z^3)
  1  6.7725e-01  3.3750e+00  2.2936
  2  1.4918e-01  2.5685e-01  1.3997
  3  3.6149e-03  4.5236e-03  1.2256
  4  4.2517e-06  4.7355e-06  1.1374
  8  1.0204e-39  1.0359e-39  1.0320
Example: T=300 K, site=0.28 nm, attempt rate=1e+13 1/s
barriers: hop 0.40 eV, exchange 0.64 eV
flux=0.08 atoms/site/s, coverage=0.1, duration=1.250 s
D=1.9068e+06 sites^2/s, exchange rate=177.20 1/s
k=6.1956e-07 1/(s site^3)
mean gap=60.31 sites = 16.89 nm
island density=59.2 per um, atoms per island=6.03
fraction of gaps above 33.8 nm: 4.739e-02
fraction of gaps above 50.7 nm: 6.460e-04
Neglected effects:
rate lowered by depletion at 1 mean gap(s): 3.3 %
rate lowered by depletion at 2 mean gap(s): 11.9 %
rate lowered by depletion at 3 mean gap(s): 23.3 %
mean gap with depletion (simulated, 2000-site steps): 18.22 nm
pair/exchange nucleation rate at mean gap: 1.32 %
pair rate: power of gap length=3.96 (40 to 80 sites)
mean-field pair rate / two-walker rate at mean gap: 24.57
rate lowered by island length at the end: 27.1 %
mean gap raised by island length (estimate): 5.2 %
thermal kinks per mean gap (kink energy 0.17 eV): 0.168
mean adatom density in mean gap: 1.272e-05 per site
detachment density / adatom density (bond 0.40 eV): 1.50 %
adatoms leaving the step (barrier 0.75 eV): 0.040 %
density relaxation time: 1.93e-04 s
time between splits of a mean gap: 7.36 s
mean gap at 310 K: 15.28 nm
all tests passed
```
